# Counting dopants in a nanowire channel: mean, scatter and electrical effect

## Problem

A silicon nanowire channel has a square cross-section of side $W=5$ nm and a length $L=20$ nm. It is doped with phosphorus at $n=10^{19}\ \text{cm}^{-3}$. A silicon dioxide layer of thickness $t=1$ nm surrounds it, and a gate surrounds the oxide. The temperature is 300 K.

(a) How many dopants does the channel hold on average, and how much does the number vary between channels of identical size and nominal doping?

(b) In the switched-off transistor, by how much does one extra donor shift the channel potential and the leakage current? What spread follows from the count alone?

(c) Would the electrical scatter vanish if every channel held the same number of donors?

(d) Which neglected effects matter for these dimensions?

Take relative permittivities of 11.7 for silicon and 3.9 for the oxide, and a silicon lattice constant of 0.543 nm. These are rough typical values.

## Solution

### (a) The number of dopants

The volume is

$$V=W^2L=5\times5\times20\ \text{nm}^3=500\ \text{nm}^3 .$$

Since 1 cm is $10^7$ nm, $1\ \text{cm}^{-3}=10^{-21}\ \text{nm}^{-3}$, and the doping is $n=10^{-2}\ \text{nm}^{-3}$. The mean number is

$$\bar N=nV=10^{-2}\times500=5 .$$

This is an average over many channels. To find what one channel may hold, assume that dopants settle independently and with equal probability on all lattice sites. Silicon has eight atoms in each cube of side 0.543 nm, so the channel has about

$$M=\frac{8\times500}{0.543^3}\approx25\,000$$

sites, each occupied with probability $p=\bar N/M\approx2\times10^{-4}$. The probability of $N$ occupied sites is binomial:

$$P(N)=\frac{M(M-1)\cdots(M-N+1)}{N!}\,p^N(1-p)^{M-N}.$$

Insert $p=\bar N/M$ and group the factors:

$$P(N)=\frac{\bar N^N}{N!}\;\frac{M(M-1)\cdots(M-N+1)}{M^N}\;\left(1-\frac{\bar N}{M}\right)^{M}\left(1-\frac{\bar N}{M}\right)^{-N}.$$

For large $M$ at fixed $\bar N$ and $N$, the second fraction tends to 1, the next factor to $e^{-\bar N}$, and the last to 1. What remains is the Poisson distribution,

$$P(N)=e^{-\bar N}\frac{\bar N^N}{N!}.$$

For this channel the binomial and Poisson probabilities differ by at most about $2\times10^{-5}$.

The variance follows from two sums. In the first, $N/N!=1/(N-1)!$, and in the second, $N(N-1)/N!=1/(N-2)!$:

$$\langle N\rangle=e^{-\bar N}\,\bar N\sum_{N\ge1}\frac{\bar N^{N-1}}{(N-1)!}=\bar N,$$

$$\langle N(N-1)\rangle=e^{-\bar N}\,\bar N^2\sum_{N\ge2}\frac{\bar N^{N-2}}{(N-2)!}=\bar N^2 .$$

Each sum is the series for $e^{\bar N}$. Hence $\langle N^2\rangle=\bar N^2+\bar N$, and

$$\sigma_N^2=\langle N^2\rangle-\bar N^2=\bar N,\qquad \frac{\sigma_N}{\bar N}=\frac{1}{\sqrt{\bar N}} .$$

With $\bar N=5$, the standard deviation is $\sqrt5=2.24$ and the relative spread is 45 %.

The ratio of neighbouring probabilities is $P(N)/P(N-1)=\bar N/N$. It equals 1 at $N=5$, so four and five dopants are equally likely. Each has probability

$$P(5)=e^{-5}\,\frac{5^5}{120}=17.5\ \% .$$

More than four channels in five therefore do not hold five dopants. Between three and seven are found in 74 % of channels, and none at all in $e^{-5}=0.67$ %. Among a billion such channels, about 6.7 million would be empty. At the other end, the expected number of channels with 24 or more dopants is below one. Such tail estimates lean heavily on the assumption of independent placement.

A direct count supports the distribution. Dopants were placed at random in a large block divided into 100 000 boxes of the channel's size, with five per box on average. The variance of the count was 5.01, and 0.66 % of the boxes were empty.

### (b) The effect of the count on the potential

In the off state the gate has removed nearly all mobile electrons, and each phosphorus donor is left with a charge $+q$, where $q>0$ is the elementary charge. First smear the charge of $N$ donors evenly over the silicon. Replace the square by a circle of equal area, with radius

$$R=\frac{W}{\sqrt\pi}=2.82\ \text{nm},$$

and treat the wire as long, so that the field is radial.

Let $r$ be the distance from the axis. A cylinder of radius $r<R$ and length $L$ encloses the charge $qN\,r^2/R^2$. Gauss's law gives

$$2\pi rL\,\epsilon_{\rm Si}E=qN\frac{r^2}{R^2}
\quad\Rightarrow\quad
E=\frac{qN\,r}{2\pi\epsilon_{\rm Si}LR^2}.$$

The potential drop from the axis to the silicon surface is

$$\int_0^R E\,dr=\frac{qN}{2\pi\epsilon_{\rm Si}LR^2}\,\frac{R^2}{2}=\frac{qN}{4\pi\epsilon_{\rm Si}L}.$$

In the oxide the whole charge is enclosed, so $E=qN/(2\pi\epsilon_{\rm ox}Lr)$, and the drop is

$$\int_R^{R+t}E\,dr=\frac{qN}{2\pi\epsilon_{\rm ox}L}\ln\!\left(1+\frac tR\right).$$

The sum is $Ns$, where the shift per donor is

$$s=\frac qL\left[\frac{\ln(1+t/R)}{2\pi\epsilon_{\rm ox}}+\frac{1}{4\pi\epsilon_{\rm Si}}\right].$$

Here $\epsilon_{\rm Si}$ and $\epsilon_{\rm ox}$ are absolute permittivities. The oxide contributes 11.2 mV and the silicon 6.2 mV, so that

$$s=17.4\ \text{mV}.$$

For a long wire that keeps its square section, with a square oxide shell, a numerical solution gives 17.0 mV. The equal-area circle costs about 2 % here.

**Gate voltage.** With negligible mobile charge the electrostatic equation is linear. Far from the ends, raising the gate voltage by $\delta V_G$ raises the channel potential by almost the same amount. With smeared charge, one added donor raises the potential by $s$. To restore the old potential, and with it the old leakage, the gate voltage must change by $\delta V_G\approx-s$. An added donor thus lowers the threshold voltage of this n-type wire, if threshold is defined by a fixed small current.

**Spread.** Since the smeared potential is $Ns$, its standard deviation from the count alone is

$$\sigma_\phi=s\,\sigma_N=s\sqrt{\bar N}=17.36\ \text{mV}\times2.236=38.8\ \text{mV}.$$

**Leakage.** An electron has charge $-q$, so a higher potential lowers its energy barrier $B$. When $B$ is many times $k_BT$, the density of electrons above it varies as $e^{-B/k_BT}$. If the current follows this density, one added donor multiplies the leakage by

$$e^{qs/k_BT}=e^{17.36/25.85}=1.96 .$$

With smeared charge, one donor nearly doubles the leakage, and a count one standard deviation above the mean multiplies it by $e^{38.8/25.85}\approx4.5$. A real donor is a point charge, and its effect depends on where it sits: close to an end of the channel it changes the leakage little. Both factors are therefore estimates for evenly spread charge, not predictions for a particular wire.

**Other lengths and dopings.** The table holds $W$, $t$ and the off-state conditions fixed. The last column is the smeared, count-only spread.

| $n$ (cm$^{-3}$) | $L$ (nm) | $\bar N$ | $\sigma_N$ | $\sigma_N/\bar N$ | $\sigma_\phi$ (mV) |
|---|---:|---:|---:|---:|---:|
| $10^{19}$ | 20 | 5 | 2.24 | 45 % | 39 |
| $10^{19}$ | 80 | 20 | 4.47 | 22 % | 19 |
| $10^{19}$ | 400 | 100 | 10 | 10 % | 9 |
| $10^{18}$ | 20 | 0.5 | 0.71 | 141 % | 12 |

The first three rows follow from $s\propto1/L$ and $\sqrt{\bar N}\propto\sqrt L$, which give $\sigma_\phi\propto1/\sqrt L$. A relative count spread of 10 % needs 100 dopants and hence a length of 400 nm.

The last row shows why the relative spread is a poor measure of electrical harm. Lower doping makes the count relatively more erratic, yet $\sigma_\phi=s\sqrt{nV}$ falls as $\sqrt n$. In the limit $n\to0$ the relative spread diverges while the scatter in potential vanishes: nearly all channels are then empty, and so nearly all are alike.

### (c) The effect of position

Now let the donors be point charges. Let $G(\mathbf r)$ be the potential at the centre of the channel due to one donor at $\mathbf r$, with the gate, source and drain held at fixed potentials. Since the equation is linear, $N$ donors give

$$\phi=\sum_{i=1}^{N}G(\mathbf r_i).$$

Angle brackets around $G$ denote an average over donor positions, uniform in the silicon. At fixed $N$ the positions are independent, so their variances add:

$$\langle\phi\rangle_N=N\langle G\rangle,\qquad
\langle\phi^2\rangle_N=N\,\mathrm{Var}(G)+N^2\langle G\rangle^2 .$$

Next average over the Poisson count, using $\langle N^2\rangle=\bar N+\bar N^2$:

$$\langle\phi^2\rangle=\bar N\,\mathrm{Var}(G)+(\bar N+\bar N^2)\langle G\rangle^2 .$$

Subtracting the squared mean, $\bar N^2\langle G\rangle^2$, leaves

$$\mathrm{Var}(\phi)=\underbrace{\bar N\langle G\rangle^2}_{\text{count}}+\underbrace{\bar N\,\mathrm{Var}(G)}_{\text{position}}=\bar N\langle G^2\rangle .$$

The second term survives when every channel has exactly five donors. The scatter would therefore not vanish.

To obtain its size, $G$ was computed on a grid for the square wire. The average is $\langle G\rangle=16.7$ mV. By superposition this is the potential of one donor charge spread evenly over the channel, which is why it lies close to the 17.0 mV found for a long square wire. The small reduction comes from the fixed potentials at the two ends. The two parts of the scatter are

$$\sigma_{\rm count}=\sqrt5\times16.7\ \text{mV}\approx37\ \text{mV},\qquad
\sigma_{\rm position}\approx57\ \text{mV}.$$

They add in squares, because they are separate terms of a variance:

$$\sigma_{\rm total}=\sqrt{37.3^2+56.7^2}\ \text{mV}\approx68\ \text{mV}.$$

Position supplies about 70 % of the variance at this point. The grid resolves the peak of $G$ near the centre only to its cell size, which makes these values slightly high; in the limit of a fine grid the position part is about 56 mV and the total about 67 mV. Channels drawn at random with the same $G$ gave a scatter of 67 mV when the count varied and 55 mV when it was held at five. This checks the split of the variance, though not the electrostatics behind $G$.

**Why position matters.** The gate screens each donor. Along the wire its potential falls off with a decay length $\lambda=2.19$ nm, much shorter than the channel. A donor near the centre is felt there strongly, and one near an end hardly at all. A one-dimensional model shows the consequence. Put $G=G_0e^{-|x|/\lambda}$, where $x$ is the donor's distance along the wire from the centre. For $L\gg\lambda$,

$$\langle G\rangle=\frac{2}{L}\int_0^\infty G_0e^{-x/\lambda}dx=\frac{2\lambda G_0}{L},\qquad
\langle G^2\rangle=\frac{2}{L}\int_0^\infty G_0^2e^{-2x/\lambda}dx=\frac{\lambda G_0^2}{L},$$

and therefore

$$\frac{\langle G^2\rangle}{\langle G\rangle^2}=\frac{L}{4\lambda}=\frac{20}{4\times2.19}\approx2.3 .$$

The full calculation gives $(67.8/37.3)^2\approx3.3$. The simple model omits the dependence on distance from the axis and the sharp peak close to a donor.

The model also gives the long-channel limit. Since $\bar N=nW^2L$, the total variance $\bar N\langle G^2\rangle=nW^2\lambda G_0^2$ does not depend on $L$. The count part, $\bar N\langle G\rangle^2=4nW^2\lambda^2G_0^2/L$, falls as $1/L$. In a longer wire the total dopant number has a smaller relative spread, but the potential at any one point still depends mainly on the donors nearby.

**What the 68 mV means.** It is the scatter of the potential at one point, and it is not the spread of threshold voltage. Current must pass the whole length of the barrier, so regions poor in donors, where the barrier is high, weigh heavily. An electron wave also averages over the narrow peak around each donor. Donors within 1 nm of the chosen point supply 38 % of $\langle G^2\rangle$. Dropping their contribution altogether would leave $67.8\sqrt{0.62}\approx53$ mV. This crude cut shows how sensitive the result is to the peak; it does not replace a calculation with electron waves.

### (d) What the estimate leaves out

**Mobile electrons.** Suppose the conduction-band edge lies 0.3 eV above the Fermi level along the whole channel. With bulk silicon bands, the channel would then hold about $1.3\times10^{-4}$ electrons on average, against five donor charges. This count does not apply close to the two ends, where the band edge drops towards its level in the source and drain and electrons spill in. Nor does it include electrons bound to the donors: with the bulk binding energy of roughly 45 meV, five donors would hold about $5\times10^{-4}$ electrons, more than the mobile count but still far below five. In the middle of the channel, neglecting both is justified in this off state. The neglect fails there too when the transistor turns on, because electrons then screen the donors and the potentials no longer simply add.

**Drain voltage.** A drain bias of 0.7 V raises the potential at the centre by about 10 mV. In this linear model the amount is the same for every channel of the same dimensions, so it shifts the mean without adding scatter. It grows quickly as the channel shortens towards a few decay lengths. This bias is severe for so thin an oxide. With the 0.3 eV barrier, about 1.1 V lies between gate and drain, which is some 11 MV/cm across 1 nm if the drain end next to the gate is not depleted, close to the breakdown field of silicon dioxide. With the bulk gap of about 1.1 eV, the top of the valence band in the channel also lies only about 0.1 eV below the conduction band of the drain. Confinement widens this margin, but a somewhat higher barrier or bias would open band-to-band tunnelling, which is not included here.

**Confinement.** The narrow wire raises the lowest electron energy. For hard walls and a wire whose length and sides all lie along cube axes of the crystal, the lowest valleys have one light and one heavy transverse mass, roughly $m_t=0.19$ and $m_l=0.92$ electron masses. With $m_e$ the electron mass, the energy is

$$E_c=\frac{\pi^2\hbar^2}{2m_eW^2}\left(\frac1{m_t}+\frac1{m_l}\right)\approx96\ \text{meV}.$$

If all wires were equally wide, this too would be a common offset. Widening both sides of the section by 0.5 nm lowers it by about 17 meV. The same change raises the mean count from 5 to $10^{-2}\times5.5^2\times20=6.05$. The formula for $s$ shows that the shift per donor falls slightly as $R$ grows, so the mean smeared potential rises by less than $1.05\times17.4\approx18$ mV. Both changes lower the barrier, with hard walls together by between 17 and 35 meV. The oxide is in fact a finite barrier into which the electron wave leaks, so the confinement energy and its change with width are somewhat smaller. A width error of half a nanometre can still shift the barrier by an amount of the same order as the count-only spread, which corresponds to 39 meV.

**Tunnelling.** An electron with energy $k_BT$ crosses a rectangular barrier 0.3 eV high and 20 nm long with probability $6\times10^{-21}$, for the transport mass $m_t$. The thermal factor for passing over the barrier is $e^{-B/k_BT}=9\times10^{-6}$. Tunnelling at this energy is therefore negligible. A real barrier is rounded, however, and electrons just below its top have a shorter distance to tunnel. For a smooth barrier of this length they carry roughly a tenth to a fifth of the current, but electrons just above the top are partly reflected, so the total exceeds the classical thermal current by only a few per cent. Tunnelling can matter more when unevenly placed donors leave narrow peaks in the barrier. Tunnelling grows rapidly as the channel shortens.

**Gate leakage.** The leakage treated above is only the current from source to drain. Electrons can also tunnel directly between the gate and the silicon through an oxide as thin as 1 nm. This current is not included here, and in the off state it may be comparable with the source-drain leakage or exceed it.

**Comparison with real devices.** The parameters are in the regime of a junctionless gate-all-around transistor, whose thin silicon body is heavily doped from source to drain; a doping near $10^{19}\ \text{cm}^{-3}$ is a rough typical value. In such a device the silicon next to the channel is partly depleted in the off state, so the fixed potentials assumed at the channel ends are an idealisation. The 5 nm square section is small. A nanosheet is usually several times wider, and at equal doping, thickness and length its mean count grows in proportion to its width. Many fin and nanosheet transistors instead use a nearly undoped channel, for which the last row of the table is the better guide to the trend. Real wires also break the assumption of identical dimensions, with the effect estimated above for a 0.5 nm change in width. Donors may, in addition, gather near the oxide or form clusters. Gathering near the oxide invalidates the uniform average of $G$, and clustering breaks the independence behind the Poisson law. The size of either error depends on how the wire was made.

The numerical output lists the main values used here with their units.

## Values computed for the example and the checks

```
Channel width and height: 5 nm
Channel length: 20 nm
Doping: 1e+19 cm^-3
Channel volume: 500 nm^3
Mean dopant count: 5
Standard deviation of count: 2.236
Relative spread of count: 44.72 %
Probability of exactly 0: 0.6738 %
Probability of exactly 4: 17.55 %
Probability of exactly 5: 17.55 %
Probability of 3 to 7: 74.2 %
Simulated boxes: 100000
Simulated mean count: 5
Simulated variance of count: 5.012
Simulated share of empty boxes: 0.662 %
Simulated relative spread, fourfold volume: 22.29 %
Expected empty channels in 1e9: 6.738e+06
Smallest count expected in under one of 1e9 channels: 24
Length for 10 % relative spread: 400 nm
Lattice constant (rough): 0.543 nm
Lattice sites in channel: 24984
Occupation probability per site: 0.0002001
Largest binomial-Poisson probability difference: 1.8e-05
Oxide thickness: 1 nm
Relative permittivity of silicon (rough): 11.7
Relative permittivity of oxide (rough): 3.9
Equal-area radius: 2.821 nm
Smeared shift per donor, cylinder formula: 17.36 mV
Smeared shift per donor, radial solution: 17.36 mV
Smeared shift per donor, square wire: 17.04 mV
Smeared shift for mean count: 86.78 mV
Count-only spread, cylinder: 38.81 mV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Leakage factor for one added donor: 1.96
Leakage factor for one standard deviation: 4.49
Mean point-donor potential at mid-channel: 16.7 mV
Count part of point scatter: 37.3 mV
Position part of point scatter: 56.7 mV
Total point scatter: 67.8 mV
Total point scatter, coarser grid: 68.2 mV
Simulated total point scatter: 67.4 mV
Simulated scatter with five donors: 55.4 mV
Share of <G^2> from donors within 1 nm: 38 %
Decay length along wire: 2.19 nm
Drain bias (chosen): 0.7 V
Mid-channel potential due to drain: 9.5 mV
Barrier above Fermi level (chosen): 0.3 eV
Mobile electrons in off-state channel: 0.00013
Transverse electron mass (rough): 0.19 m_e
Longitudinal electron mass (rough): 0.92 m_e
Confinement energy: 95.5 meV
Confinement change for 0.5 nm wider wire: -16.6 meV
Mean count for 0.5 nm wider wire: 6.05
Tunnelling probability at energy kT: 6.1e-21
Thermal factor exp(-barrier/kT): 9.1e-06
```
